# Transferred sheet charge in polar superlattices with a pinned interface potential

## The decision

A model of a superlattice with alternately positive and negative polar interfaces can treat it as an insulator with fixed interface charges or admit mobile electrons and holes. The right choice depends on layer thickness. Thin layers can sustain the polar field. In thick layers the field would bring the conduction edge at one interface below the valence edge at the other, and charge must move in equilibrium. These notes derive the thickness at which this begins and the charge that moves beyond it.

## Model and signs

Layers A and B alternate along \(z\). Both have thickness \(d\), and their static permittivities are \(\epsilon_A\) and \(\epsilon_B\). Take a positive interface at \(z=0\), with A on its right and B on its left. The next interface, at \(z=d\), is negative. The structure repeats with period \(2d\).

Write the displacement in layer \(i\) as

\[
D_i=P_i^0+\epsilon_iE_i ,
\]

where \(P_i^0\) is the polarization at zero field. At \(z=0\) the jump of \(D\) equals the mobile charge per area. If electrons of total charge \(-\sigma\) per area have arrived there, with \(\sigma\ge0\), then

\[
D_A-D_B=-\sigma .
\]

Inserting the two displacements and moving the fixed polarizations to the right gives

\[
\epsilon_AE_A-\epsilon_BE_B=\sigma_0-\sigma,\qquad \sigma_0=P_B^0-P_A^0>0. \tag{1}
\]

Thus \(\sigma_0\) is the fixed polar charge. The permittivities already contain the induced polarization, which must not be counted again in \(\sigma_0\). The holes left behind put \(+\sigma\) on each negative interface, whose net charge becomes \(-(\sigma_0-\sigma)\).

Four assumptions are made at first: the dielectric response is linear, \(\sigma_0\) does not change with thickness, the carriers lie in thin sheets at the interfaces, and the average field over a period is zero. The last holds in any calculation with a periodic electrostatic potential, and it also describes a stack with short-circuited ends.

## Potential difference between interfaces

Zero average field means

\[
E_Ad+E_Bd=0\quad\Rightarrow\quad E_B=-E_A .
\]

Call \(E_A=E\). The potential of the positive interface relative to the negative one is

\[
V=\phi(0)-\phi(d)=\int_0^dE\,dz=Ed .
\]

Substituting \(E_B=-E\) into (1) turns the difference into a sum:

\[
(\epsilon_A+\epsilon_B)E=\sigma_0-\sigma .
\]

With \(\epsilon_s=\epsilon_A+\epsilon_B\), this gives

\[
V=\frac{(\sigma_0-\sigma)d}{\epsilon_s}. \tag{2}
\]

The permittivities add because the two layers on either side of an interface connect the same pair of potentials. They act as capacitors in parallel, even though they are stacked in series in space.

Without transfer, the field \(\sigma_0/\epsilon_s\) is independent of thickness, while \(V\) grows in proportion to \(d\).

## What pinning means

An electron has potential energy \(-e\phi\), so its energy is lowered at the positive interface. Let \(eV_p\) be the energy needed to take an electron from the highest filled level at a negative interface to the lowest empty level at a positive one when both interfaces have the same potential. If both levels are band edges of the narrower-gap layer, \(eV_p\) is that layer's gap. At potential difference \(V\), the cost of transferring one electron is

\[
eV_p-eV .
\]

For \(V<V_p\) the cost is positive and nothing moves. For \(V>V_p\) transfer lowers the energy, and by (2) each transferred charge also lowers \(V\). Transfer stops when \(V=V_p\), provided enough states are available at nearly constant energy. This is the pinning condition.

## The transferred charge

The critical thickness follows from (2) with \(\sigma=0\) and \(V=V_p\):

\[
V_p=\frac{\sigma_0d_c}{\epsilon_s}
\quad\Rightarrow\quad
d_c=\frac{\epsilon_sV_p}{\sigma_0}. \tag{3}
\]

For \(d>d_c\), keep \(V=V_p\) in (2) and solve for \(\sigma\):

\[
\sigma_0-\sigma=\frac{\epsilon_sV_p}{d}
\quad\Rightarrow\quad
\sigma=\sigma_0-\frac{\epsilon_sV_p}{d}.
\]

By (3), \(\epsilon_sV_p=\sigma_0d_c\). Therefore

\[
\boxed{\;\sigma=\begin{cases}0,&d\le d_c,\\[2pt]
\sigma_0\left(1-\dfrac{d_c}{d}\right),&d>d_c.\end{cases}\;} \tag{4}
\]

Here \(\sigma\) is the magnitude of the mobile charge on each interface. It is not to be doubled because an interface has two neighbours: equation (1) already counts all the charge that has arrived.

## Confirmation from the energy

The energy shows that (4) is a minimum. In a linear layer, the vacuum field energy and the energy stored in the induced polarization add to \(\epsilon_iE_i^2/2\) per volume. At zero average field the external circuit does no work. Per area, one period therefore stores

\[
\frac{\epsilon_AE^2d}{2}+\frac{\epsilon_BE^2d}{2}
=\frac{\epsilon_sd}{2}\left(\frac{\sigma_0-\sigma}{\epsilon_s}\right)^2
=\frac{(\sigma_0-\sigma)^2d}{2\epsilon_s}.
\]

One period contains one interface of each sign. Transferring \(\sigma/e\) electrons per area costs \((\sigma/e)(eV_p)=\sigma V_p\), so

\[
U(\sigma)=\frac{(\sigma_0-\sigma)^2d}{2\epsilon_s}+\sigma V_p,
\qquad \sigma\ge0 .
\]

Its derivatives are

\[
\frac{dU}{d\sigma}=-\frac{(\sigma_0-\sigma)d}{\epsilon_s}+V_p=V_p-V,
\qquad \frac{d^2U}{d\sigma^2}=\frac d{\epsilon_s}>0 .
\]

At \(\sigma=0\) the slope is \(V_p-\sigma_0d/\epsilon_s\). For \(d<d_c\) it is positive, and convexity keeps it positive for all larger \(\sigma\), so the minimum is at \(\sigma=0\). For \(d>d_c\) the slope starts negative and vanishes at the value in (4).

As a numerical test, the energy of a field integrated on a grid was minimized for \(d/d_c=0.5,\ 0.9,\ 1.2,\ 2\) and \(5\), with relative permittivities \((10,9.5)\) and \((25,4)\). The resulting \(\sigma/\sigma_0\) agreed with (4) within \(10^{-5}\).

## Limits of the formula

Just above threshold, \(d\) in the denominator may be replaced by \(d_c\):

\[
\sigma=\sigma_0\frac{d-d_c}{d}\approx\sigma_0\frac{d-d_c}{d_c}.
\]

The onset is continuous, with a kink in \(\sigma(d)\). Half the polar charge is compensated at \(d=2d_c\). A fraction \(x\) requires \(d=d_c/(1-x)\), so 90% compensation needs ten critical thicknesses. Full compensation is approached as \(d\to\infty\). The remaining field is

\[
E=\frac{V_p}{d},
\]

which tends to zero although the potential difference does not.

Equation (3) also shows how a gap error enters a calculation. At fixed \(\epsilon_s\) and \(\sigma_0\), a value of \(V_p\) that is too small by one third makes \(d_c\) too small by one third. A cell that should be insulating may then come out with carriers.

## Two extensions

**Unequal thicknesses.** Let the layers have thicknesses \(d_A\) and \(d_B\), still with zero average field. The same potential difference gives \(E_A=V/d_A\) and \(E_B=-V/d_B\). Equation (1) becomes

\[
\sigma_0-\sigma=V\left(\frac{\epsilon_A}{d_A}+\frac{\epsilon_B}{d_B}\right).
\]

Beyond threshold one sets \(V=V_p\). The thinner layer has the larger capacitance per area for a given permittivity. Equal thicknesses reduce the bracket to \(\epsilon_s/d\).

**Nonlinear layers.** Oxide layers close to a ferroelectric state can respond nonlinearly. Let \(F_i(E)\) be the induced displacement, an increasing function, in place of \(\epsilon_iE\). Take it to be odd, as it is when the bulk of the layer has inversion symmetry. A layer with spontaneous polarization generally responds differently to the two field directions, and the formula below does not then apply. Since \(F_B(-E)=-F_B(E)\), pinning gives

\[
\sigma=\sigma_0-F_A(V_p/d)-F_B(V_p/d)
\]

when the right side is positive. If the response falls below its linear low-field form at high field, less polar charge is screened by the lattice. The transferred charge is then larger, and the critical thickness smaller, than the low-field permittivities predict.

## Worked example

Take round parameters in the rough regime of GaN/AlGaN superlattices with low aluminium content: relative permittivities 10 and 9.5, \(\sigma_0=1.50\ \mu\mathrm{C/cm^2}\) and \(V_p=3.40\) V. The permittivity sum is

\[
\epsilon_s=19.5\,\epsilon_0=1.727\times10^{-10}\ \mathrm{F/m}.
\]

With \(\sigma_0=0.0150\ \mathrm{C/m^2}\),

\[
d_c=\frac{(1.727\times10^{-10})(3.40)}{0.0150}\ \mathrm m=39.1\ \mathrm{nm}.
\]

The threshold field is \(3.40\ \mathrm V/39.1\ \mathrm{nm}=0.87\) MV/cm. For 80 nm layers,

\[
\frac{\sigma}{\sigma_0}=1-\frac{39.14}{80}=0.511,
\qquad
\sigma=0.511\times1.50=0.766\ \mu\mathrm{C/cm^2}.
\]

This corresponds to \(4.78\times10^{12}\) electrons per cm² at each positive interface. Without transfer the potential difference would be 6.95 V. Transfer reduces it to 3.40 V and the field to 0.425 MV/cm. At 160 nm, \(\sigma\) rises to 1.13 μC/cm² and the field falls to 0.21 MV/cm.

## Confinement delays the onset

Carriers cannot sit exactly at a band edge. Their potential energy rises away from the interface and confines them, which adds energies \(W_e\) and \(W_h\). For the first pair, the condition \(eV=eV_p\) becomes

\[
eV=eV_p+W_e+W_h .
\]

Before any transfer, \(V=(\sigma_0/\epsilon_s)d=V_pd/d_c\). The field that determines \(W_e\) and \(W_h\) does not depend on \(d\), so the new threshold is explicit:

\[
d_c'=d_c\left(1+\frac{W_e+W_h}{eV_p}\right).
\]

With isotropic masses of 0.2 and 1.5 electron masses, and barrier offsets of 0.30 eV for electrons and 0.15 eV for holes, the calculated energies are 0.192 and 0.098 eV. Hence

\[
d_c'=39.14\left(1+\frac{0.290}{3.40}\right)\ \mathrm{nm}=42.5\ \mathrm{nm}.
\]

The ideal formula gives a small charge of 0.032 μC/cm² at 40 nm. With confinement this layer is still below the zero-temperature threshold, although at 300 K thermal occupation of the confined levels gives about 0.01 μC/cm², roughly a third of the ideal value.

## Charge spread and the quality of pinning

At finite \(\sigma\), the carriers also lie a little away from the interfaces. To find the effect on \(V\), place a sheet \(-s\) at depth \(a\) inside A, with \(+s\) at the negative interface. Let \(E_1\) be the field this pair produces in A between the positive interface and the sheet, and \(E_2\) the field in B. The pair puts no charge on the positive interface, so

\[
\epsilon_AE_1=\epsilon_BE_2 .
\]

Beyond the sheet, the field in A is \(E_1-s/\epsilon_A\). Zero average field requires

\[
E_1d-\frac{s(d-a)}{\epsilon_A}+E_2d=0 .
\]

Insert \(E_1=\epsilon_BE_2/\epsilon_A\) and multiply by \(\epsilon_A\):

\[
(\epsilon_B+\epsilon_A)E_2d=s(d-a).
\]

The drop across A is minus the drop across B, so this pair contributes

\[
\Delta V=-E_2d=-\frac{s(d-a)}{\epsilon_s}.
\]

A sheet in B gives the same result with A and B exchanged, and holes follow by reversing the signs. Adding all sheets, with mean distances \(\bar a_e\) and \(\bar a_h\) from the respective interfaces,

\[
V=\frac{(\sigma_0-\sigma)d+\sigma(\bar a_e+\bar a_h)}{\epsilon_s}. \tag{5}
\]

Spreading therefore weakens the screening of \(V\) by a given charge.

A self-consistent Schrödinger–Poisson calculation includes this spread, confinement and the filling of two-dimensional subbands at zero temperature. It uses the masses and offsets above and imposes no fixed value of \(V\).

| Case | \(\sigma\), ideal | \(\sigma\), self-consistent | \(V\), self-consistent |
|---|---:|---:|---:|
| 80 nm | 0.766 | 0.707 | 3.75 V |
| 160 nm | 1.133 | 1.105 | 3.79 V |
| 80 nm, masses ×8 | 0.766 | 0.738 | 3.58 V |

Charges are in μC/cm². Relative to the self-consistent values, the ideal formula is high by about 8% at 80 nm and 2.5% at 160 nm. With the original masses, the potential difference lies 10–12% above the bare gap value, yet it changes by only 0.04 V when the thickness doubles. Without transfer it would rise by 6.95 V. In this model the potential is thus well pinned, but at a value somewhat above \(V_p\).

Equation (5) separates the contributions. At 80 nm the first term is

\[
\frac{(0.01500-0.00707)(80\times10^{-9})}{1.727\times10^{-10}}\ \mathrm V=3.67\ \mathrm V.
\]

The remaining 0.08 V comes from charge spread and corresponds to \(\bar a_e+\bar a_h\approx2\) nm. The filling energies are 0.053 eV for electrons and 0.007 eV for holes. Their ratio is the inverse mass ratio, as expected when each carrier occupies one subband with density of states proportional to its mass.

Heavier carriers approach the ideal law. In a linear potential of field \(E\), balancing \(\hbar^2/(m\ell^2)\) against \(eE\ell\) gives \(\ell\propto m^{-1/3}\) and a confinement energy \(eE\ell\propto m^{-1/3}\). Eight times the mass halves this energy at fixed field. The calculated charge deficit falls from 0.059 to 0.028 μC/cm², also about half. The scaling is approximate here, because the band offsets stay fixed, the carriers alter the field, and the filling energy in one subband varies as \(1/m\) at fixed density.

The self-consistent model leaves out exchange, electron–hole binding, valence-band mixing and disorder. It shows how confinement, charge spread and subband filling change the sheet result, but it is not an exact reference. Exchange, for example, lowers the energy of the carriers and would offset part of the charge deficit found here. An unscreened Hartree–Fock estimate at 80 nm gives about 0.07 eV per pair, which corresponds to about 0.016 of the 0.059 μC/cm².

## Can equilibrium be reached?

Equation (4) gives an equilibrium charge, not a rate. Consider direct tunnelling through the gap \(E_g=eV_p\). In a two-band model with reduced mass \(m_r\), the decay constant at energy \(u\) from midgap is

\[
\kappa(u)=\frac{\sqrt{m_rE_g}}{\hbar}\sqrt{1-\left(\frac{2u}{E_g}\right)^2}.
\]

In a uniform field, \(dz=du/(eE)\). The integral of the second square root from \(-E_g/2\) to \(E_g/2\) is \(\pi E_g/4\), so the probability contains \(e^{-S}\) with

\[
S=2\int\kappa\,dz=\frac{\pi\sqrt{m_r}\,E_g^{3/2}}{2\hbar eE}.
\]

With \(m_r=0.176\) electron masses, the reduced mass of 0.2 and 1.5, the threshold field gives \(S\approx172\). In this two-band model both bands have mass \(2m_r\), so reproducing the electron mass 0.2 requires \(m_r=0.1\) electron masses and gives \(S\approx130\). Either value makes this path negligible. Thicker layers do not help, since the field without transfer stays at \(\sigma_0/\epsilon_s\). Equilibrium must then be reached by another path, for example through defect states. Without such a path, an insulating state can persist beyond \(d_c\). Temporary illumination supplies carriers but does not ensure equilibrium: the remaining potential difference keeps electrons and holes apart, so their recombination can stall while \(\sigma\) is still above its equilibrium value.

Temperature also rounds the onset, an effect that the zero-temperature calculation leaves out. It shifts the values above threshold as well: the hole filling energy is below \(k_BT\) at 300 K, so the holes are not degenerate, and in the same model the 80 nm charge rises from 0.707 to about 0.718 μC/cm² while \(V\) falls from 3.75 to 3.71 V.

## Comparison with real nitride layers

The permittivities, gap and polar charge are rough values for GaN/AlGaN. With these values, a stack whose layers are all a few nanometres thick lies far below \(d_c\). The threshold field is about 0.29 of a rough breakdown field of 3 MV/cm, and in the self-consistent model the field between an interface and its carriers reaches about 1.15 MV/cm at 80 nm and 1.3 MV/cm at 160 nm. Both stay below that value, so breakdown does not by itself exclude the example. Three assumptions deserve attention.

First, real structures contain donors, defects and surfaces. If such levels lower \(V_p\) and are numerous enough to supply the charge, (4) gives

\[
\frac{\partial\sigma}{\partial V_p}=-\frac{\epsilon_s}{d}.
\]

At 80 nm, a value 0.1 V lower raises \(\sigma\) by 0.022 μC/cm². If the levels run out, the potential is no longer pinned there. A transistor with a free surface also violates the zero-average-field condition and needs its own boundary conditions.

Second, the layers are piezoelectric. If they can expand along \(z\) at fixed in-plane strain, zero axial stress gives a strain \(e_{33}E/C_{33}\) and an extra permittivity \(e_{33}^2/C_{33}\) per layer. With rough values \(e_{33}=1.0\ \mathrm{C/m^2}\) and \(C_{33}=400\) GPa for both layers, \(\epsilon_s\) and \(d_c\) rise by 2.9%.

Third, and largest here, part of \(\sigma_0\) comes from misfit strain. For in-plane strain \(\eta\) in one layer, zero axial stress gives an axial strain \(-2(C_{13}/C_{33})\eta\). The strain-induced polarization is

\[
\Delta P=2\eta\left(e_{31}-e_{33}\frac{C_{13}}{C_{33}}\right).
\]

With \(\eta=0.005\), \(e_{31}=-0.5\ \mathrm{C/m^2}\) and \(C_{13}=100\) GPa,

\[
|\Delta P|=2(0.005)(0.5+0.25)=0.0075\ \mathrm{C/m^2}=0.75\ \mu\mathrm{C/cm^2}.
\]

Suppose this part adds to the zero-strain polar charge, and the misfit between the layers relaxes completely. Then \(\sigma_0\) is halved, \(d_c\) doubles to 78 nm, and the ideal charge at 80 nm falls from 0.766 to 0.016 μC/cm². These numbers only illustrate the sensitivity. Once the two layers have different in-plane lattice constants, the split of \(\sigma_0\) into a zero-strain part and a strain part depends on the reference structure used for the polarization and on whether proper or improper \(e_{31}\) is used, and misfit dislocations can carry charge, so the charge of a relaxed interface does not follow from this subtraction alone. A coherent stack keeps the strain difference and avoids this change. For layers this thick, the strain state must therefore be known before (4) is used to predict a carrier density. The values used here are collected in the numerical output.

## Computed values

```
Relative permittivities a, b: 10.0, 9.5
Polar charge sigma0: 1.50 uC/cm2
sigma0/e: 9.362e+12 cm^-2
Pinned potential difference V_p: 3.40 V
Critical thickness d_c: 39.14 nm
Threshold field: 0.869 MV/cm
d=20 nm: sigma=0.000 uC/cm2, V=1.738 V, E=0.869 MV/cm
d=40 nm: sigma=0.032 uC/cm2, V=3.400 V, E=0.850 MV/cm
d=60 nm: sigma=0.522 uC/cm2, V=3.400 V, E=0.567 MV/cm
d=80 nm: sigma=0.766 uC/cm2, V=3.400 V, E=0.425 MV/cm
d=160 nm: sigma=1.133 uC/cm2, V=3.400 V, E=0.212 MV/cm
80 nm: ideal sigma/sigma0: 0.5108
80 nm: ideal sigma/e: 4.782e+12 cm^-2
80 nm: V without transfer: 6.950 V
160 nm: V without transfer: 13.900 V
80 nm: sigma gain if V_p is 0.1 V lower: 0.0216 uC/cm2
Masses e, h: 0.2, 1.5 m0
Barrier offsets e, h: 0.30, 0.15 eV
Threshold confinement, electron: 0.192 eV
Threshold confinement, hole: 0.098 eV
d_c with confinement: 42.5 nm
Self-consistent 80 nm: sigma=0.707 uC/cm2, share=0.472, V=3.754 V
Self-consistent 160 nm: sigma=1.105 uC/cm2, share=0.737, V=3.791 V
Self-consistent 80 nm, masses x8: sigma=0.738 uC/cm2, share=0.492, V=3.581 V
80 nm: electron filling energy: 0.0528 eV
80 nm: hole filling energy: 0.0070 eV
Temperature: 300 K
Thermal energy: 0.0259 eV
Rough breakdown field: 3.0 MV/cm
Threshold field / breakdown field: 0.290
Tunnelling exponent at threshold: 172.5
Piezo constants e31, e33: -0.5, 1.0 C/m2
Elastic C13, C33: 100, 400 GPa
Piezo rise of eps sum and d_c: 2.90 %
Misfit strain: 0.50 %
Strain part of sigma0: 0.750 uC/cm2
d_c if misfit fully relaxes: 78.3 nm
80 nm: sigma if misfit fully relaxes: 0.016 uC/cm2
```
